# The second unstable frequency of a ring polymer and deep tunnelling: verification in Python

```python
"""Second unstable frequency of a ring polymer at a barrier top.

Result under test: P beads collapsed on a barrier top of frequency w_b have
squared mode frequencies 4 w_P^2 sin^2(pi k/P) - w_b^2, with w_P = P kT/hbar.
The pair k = +1, -1 turns unstable below kT_c(P) = hbar w_b/(2 P sin(pi/P)),
which tends to kT_c = hbar w_b/(2 pi). Below it an instanton exists and the
thermally weighted transmission is largest deep below the barrier top.

Symbols: V0 barrier height (eV), a width (angstrom), V = V0 sech^2(x/a),
h2m = hbar^2/m (eV angstrom^2), hw = hbar w_b (eV), theta = T/T_c.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

V0, a = 0.40, 0.50
h2m = sc.hbar**2 / sc.m_p / sc.e * 1e20
hw = np.sqrt(2 * V0 * h2m) / a
kTc = hw / (2 * np.pi)
kelvin_per_eV = sc.e / sc.k


def pot(x, height=V0, width=a):
    return height / np.cosh(x / width)**2


def ring_energy(x, kT):
    spring = (len(x) * kT)**2 / h2m
    return np.sum(0.5 * spring * (x - np.roll(x, -1))**2 + pot(x))


def ring_gradient(x, kT):
    spring = (len(x) * kT)**2 / h2m
    slope = -2 * V0 / a * np.tanh(x / a) / np.cosh(x / a)**2
    return spring * (2 * x - np.roll(x, 1) - np.roll(x, -1)) + slope


def cyclic_matrix(P):
    one = np.eye(P)
    return 2 * one - np.roll(one, 1, axis=0) - np.roll(one, -1, axis=0)


def ring_hessian(x, kT):
    s2, t2 = 1 / np.cosh(x / a)**2, np.tanh(x / a)**2
    curvature = V0 / a**2 * (4 * s2 * t2 - 2 * s2**2)
    return (len(x) * kT)**2 / h2m * cyclic_matrix(len(x)) + np.diag(curvature)


def difference_hessian(x, kT, h=1e-3):
    P = len(x)
    H = np.zeros((P, P))
    step = h * np.eye(P)
    for i in range(P):
        for j in range(P):
            H[i, j] = (ring_energy(x + step[i] + step[j], kT)
                       - ring_energy(x + step[i] - step[j], kT)
                       - ring_energy(x - step[i] + step[j], kT)
                       + ring_energy(x - step[i] - step[j], kT)) / (4 * h * h)
    return H


def mode_formula(P, kT):
    k = np.arange(P)
    return 4 * (P * kT)**2 * np.sin(np.pi * k / P)**2 - hw**2


print(f"barrier height V0 = {V0:.2f} eV")
print(f"barrier width a = {a:.2f} angstrom")
print(f"hbar^2/m = {h2m:.6f} eV angstrom^2")
print(f"hbar w_b = {hw:.5f} eV")
print(f"kT_c = {kTc:.5f} eV")
print(f"T_c = {kTc * kelvin_per_eV:.1f} K")

# Mode spectrum of the collapsed ring from differences of the ring energy.
for theta, expected in ((1.1, 1), (0.9, 3)):
    found = h2m * np.linalg.eigvalsh(difference_hessian(np.zeros(16), theta * kTc))
    assert np.max(np.abs(found - np.sort(mode_formula(16, theta * kTc)))) < 1e-4 * hw**2
    assert np.sum(found < 0) == expected
wiggle = 0.2 * np.sin(np.arange(16.0))
assert np.allclose(difference_hessian(wiggle, kTc), ring_hessian(wiggle, kTc), atol=2e-3)

for theta, expected in ((1.1, 1), (0.9, 3), (0.45, 5)):
    lam = h2m * np.linalg.eigvalsh(ring_hessian(np.zeros(64), theta * kTc))
    count = int(np.sum(lam < 0))
    assert count == expected
    print(f"T/T_c={theta:.2f}, P=64: unstable modes {count}")
    if theta > 0.5:
        print(f"  lowest three hbar^2 lambda: {lam[0]:.6f} {lam[1]:.6f} {lam[2]:.6f} eV^2")
assert np.sum(np.linalg.eigvalsh(ring_hessian(np.zeros(2), kTc)) < 0) == 2

# A coupled stable coordinate must leave the count of unstable modes unchanged.
c, s = np.cos(0.6), np.sin(0.6)
rotation = np.array([[c, -s], [s, c]])
curv2d = rotation @ np.diag([-1.0, 3.0]) @ rotation.T * hw**2
for theta, expected in ((1.1, 1), (0.9, 3)):
    full = np.kron((32 * theta * kTc)**2 * cyclic_matrix(32), np.eye(2))
    full += np.kron(np.eye(32), curv2d)
    assert np.sum(np.linalg.eigvalsh(full) < 0) == expected

# Critical temperature from the zero of the second-lowest Hessian eigenvalue.
for P in (2, 4, 8, 16, 32, 64):
    root = brentq(lambda kT: np.linalg.eigvalsh(ring_hessian(np.zeros(P), kT))[1],
                  0.6 * kTc, 2 * kTc, xtol=1e-13)
    assert abs(root / (hw / (2 * P * np.sin(np.pi / P))) - 1) < 1e-7
    print(f"P={P}: kT_c(P) = {root:.5f} eV, ratio to kT_c {root / kTc:.5f}")
assert abs((root / kTc - 1) * 6 * 64**2 / np.pi**2 - 1) < 0.01

# Period of small orbits in the inverted barrier, with m = w_b = 1.
for g3, g4 in ((0.7, 0.5), (0.3, -1.0)):
    depth = 1e-4
    poly = np.array([g4 / 24, g3 / 6, -0.5, 0.0, depth])
    roots = np.roots(poly)
    x1, x2 = np.sort(roots[np.argsort(np.abs(roots))[:2]].real)
    quotient = np.polydiv(poly, np.array([-1.0, x1 + x2, -x1 * x2]))[0]
    period = 2 * quad(lambda phi: 1 / np.sqrt(2 * np.polyval(
        quotient, (x1 + x2) / 2 + (x2 - x1) / 2 * np.sin(phi))),
        -np.pi / 2, np.pi / 2, epsabs=1e-13, epsrel=1e-13)[0]
    measured = (1 - (2 * np.pi / period)**2) / (2 * depth)
    B = g4 / 64 + 5 * g3**2 / 192
    assert abs(measured / (8 * B) - 1) < 0.01
    assert (period > 2 * np.pi) == (B > 0)
    print(f"g3={g3}, g4={g4} (m=w_b=1): B={B:.5f}, T_orbit/T_c={2 * np.pi / period:.6f}")

# Instanton by Newton iteration on the ring, followed down in temperature.
P = 64
previous = 0.95
beads = a * np.sqrt(1 - previous**2) * np.cos(2 * np.pi * np.arange(P) / P)
for theta in np.round(np.arange(0.95, 0.49, -0.05), 2):
    kT = theta * kTc
    beads = beads * np.sqrt((1 - theta**2) / (1 - previous**2))
    for _ in range(40):
        grad = ring_gradient(beads, kT)
        if np.max(np.abs(grad)) < 1e-10:
            break
        beads = beads - np.linalg.lstsq(ring_hessian(beads, kT), grad, rcond=1e-9)[0]
    assert np.max(np.abs(ring_gradient(beads, kT))) < 1e-8
    previous = theta
    lam = h2m * np.linalg.eigvalsh(ring_hessian(beads, kT)) / hw**2
    order = np.argsort(np.abs(lam))
    assert np.sum(lam < -1e-5) == 1 and abs(lam[order[0]]) < 1e-6
    assert abs(lam[order[1]]) > 1e-3
    turning, barrier = np.max(beads), ring_energy(beads, kT) / P
    assert abs(turning - a * np.arccosh(1 / theta)) < 3e-3
    assert abs(barrier - V0 * (2 * theta - theta**2)) < 1e-3
    assert abs(pot(turning) - V0 * theta**2) < 1e-3
    if theta == 0.95:
        # the small-amplitude law holds to relative order 1 - theta
        assert abs((V0 - barrier) / (V0 * (1 - theta**2)**2 / 4) - 1) < 0.10
    if theta in (0.9, 0.7, 0.5):
        print(f"instanton T/T_c={theta:.1f}: turning point {turning:.4f} angstrom")
        print(f"  S/beta {barrier:.4f} eV, orbit energy {pot(turning):.4f} eV")
        print(f"  lowest three lambda/w_b^2: {lam[0]:.4f} {abs(lam[1]):.4f} {lam[2]:.4f}")


def transmission(q_squared, L):
    """Solve psi'' = -q^2 psi from a purely outgoing wave at x = L."""
    def edge(x):
        q2 = q_squared(x)
        rate = (q_squared(x + 1e-4) - q_squared(x - 1e-4)) / 2e-4
        return np.sqrt(q2), rate / (4 * q2)
    q, g = edge(L)
    start = np.concatenate([1 / np.sqrt(q) + 0j, (1j * q - g) / np.sqrt(q)])
    n = len(q)

    def rhs(x, y):
        return np.concatenate([y[n:], -q_squared(x) * y[:n]])
    end = solve_ivp(rhs, (L, -L), start, method="DOP853", rtol=1e-8, atol=1e-10)
    assert end.success
    psi, dpsi = end.y[:n, -1], end.y[n:, -1]
    q, g = edge(-L)
    incident = 0.5 * (psi + (dpsi + g * psi) / (1j * q))
    return 1 / (q * np.abs(incident)**2)


def peak_energy(E, trans, kT):
    fine = np.linspace(E[0], E[-1], 60001)
    weight = CubicSpline(E, np.log(trans))(fine) - fine / kT
    best = int(np.argmax(weight))
    assert 0 < best < len(fine) - 1
    return fine[best]


# Parabolic barrier in units hbar = m = w_b = 1, energies from the top.
eta = np.linspace(-1.5, 1.0, 101)
parabola = transmission(lambda x: x * x + 2 * eta, 15.0)
assert np.max(np.abs(parabola * (1 + np.exp(-2 * np.pi * eta)) - 1)) < 2e-3
for theta in (1.1, 1.5, 2.0):
    top = peak_energy(eta, parabola, theta / (2 * np.pi))
    assert abs(-top + np.log(theta - 1) / (2 * np.pi)) < 5e-3

# Thermal factor: energy integral, closed form and ring fluctuation product.
theta = 1.5
integral = quad(lambda y: np.exp(-y / theta) / (1 + np.exp(-y)) / theta, -150, 150,
                points=[0], limit=300)[0]
closed = (np.pi / theta) / np.sin(np.pi / theta)
lam = h2m * np.linalg.eigvalsh(ring_hessian(np.zeros(64), theta * kTc))[1:]
product = np.prod(np.sqrt((lam + hw**2) / lam))
assert abs(integral / closed - 1) < 1e-6 and abs(product / closed - 1) < 0.01
print(f"thermal factor T/T_c=1.5: integral {integral:.4f}, ring P=64 {product:.4f}")

# Most heavily weighted energy for the sech^2 barrier.
E = np.linspace(0.04, 0.60, 141)
trans = transmission(lambda x: 2 * (E - pot(x)) / h2m, 8 * a)
depth_of = {}
for theta in (2.0, 1.5, 1.1, 0.9, 0.7, 0.5):
    depth_of[theta] = V0 - peak_energy(E, trans, theta * kTc)
    if theta > 1:
        model, name = -kTc * np.log(theta - 1) + 0.0, "parabola"
    else:
        model, name = V0 * (1 - theta**2), "instanton"
    print(f"peak depth T/T_c={theta:.1f}: {depth_of[theta]:.4f} eV, {name} {model:.4f} eV")
    if theta >= 1.5:
        # anharmonic shift stays a small part of kT_c
        assert abs(depth_of[theta] - model) < 0.2 * kTc
    if theta <= 0.7:
        assert abs(depth_of[theta] - model) < 1e-3

# Twice the height at the same barrier frequency.
high, wide = 2 * V0, np.sqrt(2) * a
E2 = np.linspace(0.30, 1.00, 176)
trans2 = transmission(lambda x: 2 * (E2 - pot(x, high, wide)) / h2m, 8 * wide)
print(f"second barrier: height {high:.2f} eV, width {wide:.4f} angstrom")
for theta in (1.5, 0.7):
    depth2 = high - peak_energy(E2, trans2, theta * kTc)
    print(f"  peak depth T/T_c={theta:.1f}: {depth2:.4f} eV")
    if theta > 1:
        assert abs(depth2 - depth_of[theta]) < 0.1 * kTc
    else:
        assert abs(depth2 / depth_of[theta] - 2) < 0.02

print("no test failed")
```

Running it gives:

```
barrier height V0 = 0.40 eV
barrier width a = 0.50 angstrom
hbar^2/m = 0.004150 eV angstrom^2
hbar w_b = 0.11524 eV
kT_c = 0.01834 eV
T_c = 212.8 K
T/T_c=1.10, P=64: unstable modes 1
  lowest three hbar^2 lambda: -0.013280 0.002776 0.002776 eV^2
T/T_c=0.90, P=64: unstable modes 3
  lowest three hbar^2 lambda: -0.013280 -0.002532 -0.002532 eV^2
T/T_c=0.45, P=64: unstable modes 5
P=2: kT_c(P) = 0.02881 eV, ratio to kT_c 1.57080
P=4: kT_c(P) = 0.02037 eV, ratio to kT_c 1.11072
P=8: kT_c(P) = 0.01882 eV, ratio to kT_c 1.02617
P=16: kT_c(P) = 0.01846 eV, ratio to kT_c 1.00645
P=32: kT_c(P) = 0.01837 eV, ratio to kT_c 1.00161
P=64: kT_c(P) = 0.01835 eV, ratio to kT_c 1.00040
g3=0.7, g4=0.5 (m=w_b=1): B=0.02057, T_orbit/T_c=0.999984
g3=0.3, g4=-1.0 (m=w_b=1): B=-0.01328, T_orbit/T_c=1.000011
instanton T/T_c=0.9: turning point 0.2340 angstrom
  S/beta 0.3960 eV, orbit energy 0.3237 eV
  lowest three lambda/w_b^2: -0.6587 0.0000 0.3258
instanton T/T_c=0.7: turning point 0.4480 angstrom
  S/beta 0.3639 eV, orbit energy 0.1959 eV
  lowest three lambda/w_b^2: -0.2548 0.0000 0.6033
instanton T/T_c=0.5: turning point 0.6586 angstrom
  S/beta 0.2999 eV, orbit energy 0.1000 eV
  lowest three lambda/w_b^2: -0.0770 0.0000 0.5374
thermal factor T/T_c=1.5: integral 2.4184, ring P=64 2.4189
peak depth T/T_c=2.0: 0.0020 eV, parabola 0.0000 eV
peak depth T/T_c=1.5: 0.0137 eV, parabola 0.0127 eV
peak depth T/T_c=1.1: 0.0357 eV, parabola 0.0422 eV
peak depth T/T_c=0.9: 0.0822 eV, instanton 0.0760 eV
peak depth T/T_c=0.7: 0.2040 eV, instanton 0.2040 eV
peak depth T/T_c=0.5: 0.3000 eV, instanton 0.3000 eV
second barrier: height 0.80 eV, width 0.7071 angstrom
  peak depth T/T_c=1.5: 0.0132 eV
  peak depth T/T_c=0.7: 0.4080 eV
no test failed
```
